First-order eigenvalue changes and noise amplification in non-orthogonal bases, part 1

(Sections cited here and not found follow in the second part.)

**First half: the eigenvalue change to first and second order**

Take two equal orbitals χ₁ and χ₂, real and normalized, with an overlap s between 0 and 1. Let each have the diagonal Hamiltonian element α, and let the element between them be b. A state ψ = c₁χ₁ + c₂χ₂ with energy ε then obeys the two equations

α c₁ + b c₂ = ε (c₁ + s c₂),

b c₁ + α c₂ = ε (s c₁ + c₂).

The overlap appears on the right because the orbitals are not orthogonal. Adding the equations, and then subtracting the second from the first, gives

(α + b)(c₁ + c₂) = ε (1 + s)(c₁ + c₂),

(α − b)(c₁ − c₂) = ε (1 − s)(c₁ − c₂).

One solution has c₁ = c₂. The second equation is then satisfied trivially, and the first fixes the energy. The other solution has c₁ = −c₂, and the roles are exchanged. The two energies are

ε₊ = (α + b)/(1 + s),  ε₋ = (α − b)/(1 − s).

Suppose now that the element b is known only up to a small error δ, while α and s are exact. Both energies are linear in b, so their errors are

Δε₊ = δ/(1 + s),  Δε₋ = −δ/(1 − s).

With the round values α = −10 eV, b = −9.5 eV and s = 0.9, the energies are ε₊ = −19.5/1.9 = −10.263 eV and ε₋ = −0.5/0.1 = −5 eV. An error δ = 0.01 eV shifts the lower, bonding level by 0.01/1.9 = 0.0053 eV and the upper, antibonding level by −0.01/0.1 = −0.1 eV. The same error in the same matrix element has been halved in one state and multiplied by ten in the other.

The reason lies in the normalization. The squared norm of ψ is

∫ψ² d³r = c₁² + c₂² + 2s c₁c₂ = 1.

For c₁ = c₂ this gives 2c₁²(1 + s) = 1, hence c₁² + c₂² = 1/(1 + s). For c₁ = −c₂ it gives 2c₁²(1 − s) = 1, hence c₁² + c₂² = 1/(1 − s). The difference χ₁ − χ₂ of two nearly equal functions is a small function. To become a normalized state it has to be multiplied by a large number, and the error in b is multiplied along with it. An error in α would be multiplied in the same way, but since only the difference α − b enters ε₋, equal errors in α and b would cancel in this level. The quantity that measures this is the sum of the squared coefficients,

A = c₁² + c₂²,

which equals 0.526 for the bonding state and 10 for the antibonding state.

The overlap matrix of this model, with 1 on the diagonal and s off it, has the eigenvalues 1 + s and 1 − s. Here the amplification in the antibonding state is therefore the inverse of the smallest overlap eigenvalue. How much of this survives for a general basis has to be worked out, and the first requirement is a formula for the change of an eigenvalue when both matrices change.

Let the basis consist of M real, linearly independent orbitals χ_i, each normalized to one. Define

H_ij = ∫χ_i Ĥ χ_j d³r,  S_ij = ∫χ_i χ_j d³r,

where Ĥ is a real one-electron Hamiltonian. Both matrices are real and symmetric, and S_ii = 1. For a column c of coefficients, c^T denotes the corresponding row, and ψ = Σ_i c_i χ_i has the squared norm c^T S c. Since the orbitals are linearly independent, ψ vanishes only when all coefficients vanish, so c^T S c > 0 for every other c. The matrix S is thus positive definite, and all its eigenvalues are positive. The smallest of them is called s_min.

The energy expectation value of ψ is the quotient

E(c) = c^T H c / c^T S c.

Its derivative with respect to c_i is 2[(Hc)_i − E (Sc)_i]/(c^T S c), by the quotient rule and the symmetry of the matrices. The quotient is stationary when all these derivatives vanish, which is the generalized eigenvalue problem

H c_n = ε_n S c_n.

Here c_n is the column of state n, and the levels are numbered upward from n = 1.

The substitution c = S^(−1/2) y turns this into an ordinary problem. The matrix S^(−1/2) has the eigenvectors of S and the inverse square roots of its eigenvalues. Multiplying from the left by S^(−1/2) gives

S^(−1/2) H S^(−1/2) y_n = ε_n y_n.

The matrix on the left is real and symmetric, so it has M real eigenvalues and M orthonormal eigenvectors. From y_m^T y_n = δ_mn follows

c_m^T S c_n = δ_mn,

where δ_mn is 1 for m = n and 0 otherwise. This is the normalization used from here on. Multiplying H c_n = ε_n S c_n by c_m^T also gives c_m^T H c_n = ε_n δ_mn.

Let H and S now depend smoothly on a parameter λ, and let ε be a non-degenerate eigenvalue. A simple root of the characteristic polynomial depends smoothly on the coefficients of the polynomial, and the normalized eigenvector can be chosen to do the same. Differentiating H c = ε S c, with d denoting the first-order change, gives

dH c + H dc = dε S c + ε dS c + ε S dc.

Collect the terms that contain dc on the left:

(H − εS) dc = dε S c − (dH − ε dS) c.

The change dc is unknown, but it is not needed. Multiply from the left by c^T. Because H and S are symmetric, c^T(H − εS) is the transpose of (H − εS)c, which is zero. The left side vanishes, and with c^T S c = 1 the right side gives

dε = c^T (dH − ε dS) c.

For the two-orbital model with a changed hopping element, dS = 0 and c^T dH c = 2c₁c₂ δ. Since 2c₁c₂ is 1/(1 + s) in the bonding state and −1/(1 − s) in the antibonding state, the earlier shifts are recovered.

The overlap term can be read from the quotient E(c). Because the quotient is stationary at an eigenvector, the change of c does not contribute to first order, and the matrices may be changed at fixed c. The numerator then changes by c^T dH c, and the denominator, which was 1, changes by c^T dS c. The change of the quotient is the first quantity minus ε times the second. The term −ε c^T dS c thus restores the normalization that the change of the basis functions has disturbed.

The same term makes the result independent of the choice of energy zero. If a constant v is added to the Hamiltonian, H becomes H + vS and ε becomes ε + v. The change of the Hamiltonian matrix becomes dH + v dS, and

(dH + v dS) − (ε + v) dS = dH − ε dS.

Without the overlap term, the predicted change of an energy level would depend on v, which has no physical meaning.

A hydrogen atom shows the size of the two parts. The nucleus is a fixed point charge and the electron is non-relativistic. In atomic units Ĥ = −½∇² − 1/r. The orbitals are the spherical Gaussians

χ_i = N_i exp(−a_i r²),  N_i = (2a_i/π)^(3/4).

With p = a_i + a_j, the integral of exp(−pr²) over space is (π/p)^(3/2). This gives

S_ij = N_i N_j (π/p)^(3/2) = (2√(a_i a_j)/p)^(3/2),

which is 1 for i = j and confirms N_i. The kinetic energy follows from ½∫∇χ_i·∇χ_j d³r, an integration by parts of −½∫χ_i∇²χ_j d³r. The gradient of χ_i is −2a_i χ_i times the vector **r**. The integral of r² exp(−pr²) is −d/dp of (π/p)^(3/2), which is (3/2p)(π/p)^(3/2). Therefore

T_ij = 2a_i a_j N_i N_j (3/2p)(π/p)^(3/2) = (3a_i a_j/p) S_ij.

For the nuclear attraction the volume element 4πr² dr cancels one power of r, and the integral of r exp(−pr²) from zero to infinity is 1/(2p):

V_ij = −4π N_i N_j/(2p) = −2√(p/π) S_ij.

The last step uses N_i N_j = S_ij (p/π)^(3/2). The Hamiltonian matrix is H = T + V.

Take five such orbitals with the exponents 0.09375, 0.375, 1.5, 6 and 24 Å⁻², a geometric series with ratio 4. The lowest eigenvalue is −13.563 eV. It lies 0.042 eV above the exact ground-state energy of this Hamiltonian, −13.606 eV, because a finite set of Gaussians cannot reproduce the exact wavefunction.

Let the middle exponent a₃ be varied, with the orbital kept normalized. Both matrices change. The derivatives of the two parts with respect to ln a₃ are

c^T (dH/d ln a₃) c = 1.489 eV,

−ε c^T (dS/d ln a₃) c = −1.399 eV.

Their sum is 0.090 eV, and differentiating the lowest eigenvalue directly by finite differences gives the same number. To first order, an increase of the exponent by one percent thus raises the level by 0.0009 eV. The Hamiltonian part alone would overstate the change by a factor of about 17. Dividing the second number by −ε = 13.563 eV shows what happens: at fixed coefficients, the squared norm of ψ falls at the rate 0.103 per unit of ln a₃. Most of the change in c^T H c reflects this loss of norm and does not represent a change of energy.

How small the changes must be for the formula to hold is answered by the next order. Replace H and S by H + λ dH and S + λ dS, with fixed matrices dH and dS, and expand for state n

ε = ε_n + λε′ + λ²ε″ + …,  c = c_n + λx + λ²y + …

Introduce the abbreviation

W = dH − ε_n dS,  W_mn = c_m^T W c_n.

The terms of first order in λ in the eigenvalue equation are

(H − ε_n S) x + (W − ε′S) c_n = 0.

Multiplication by c_n^T gives ε′ = W_nn, the result already found. To find x, write it as x = Σ_m a_m c_m, where from here to the end of this half the a_m are expansion coefficients and not exponents. Multiplication by c_m^T with m ≠ n gives (ε_m − ε_n) a_m + W_mn = 0, so

a_m = W_mn/(ε_n − ε_m).

The coefficient a_n is fixed by the normalization and will drop out. The terms of second order are

(H − ε_n S) y + (W − ε′S) x − (ε″S + ε′dS) c_n = 0.

Multiply by c_n^T. The term with y vanishes as before. In the second term the part a_n c_n contributes a_n(W_nn − ε′) = 0. In the remaining parts c_n^T S c_m = 0, so that they contribute Σ a_m W_nm. Because W is symmetric, W_nm = W_mn, and

ε″ = Σ_{m≠n} W_mn²/(ε_n − ε_m) − (c_n^T dS c_n) W_nn.

The sum is the familiar repulsion between levels. For the lowest level all its terms are negative or zero. The last term is peculiar to a changing overlap.

Both orders were tested against finite differences of the eigenvalues for random symmetric dH and dS in the hydrogen basis with ratio 4, and the two agreed for all five states. The same test showed that the first-order formula without the overlap term fails for at least one of the five states.

The two-orbital model shows what the last term means. Let only the overlap change, from s to s + σ. The antibonding energy is then

ε₋(s + σ) = (α − b)/(1 − s − σ) = ε₋/(1 − q),  q = σ/(1 − s),

and its expansion is ε₋(1 + q + q² + …). In the general formulas, c^T dS c = 2c₁c₂σ = −q, so that W_nn = ε₋q. The element of W between the bonding and antibonding states vanishes, since one column is even and the other odd under exchange of the orbitals. What remains is ε″ = −(−q)(ε₋q) = ε₋q², in agreement with the expansion. The small parameter is q, the error of the overlap divided by s_min. The error σ itself may be tiny and q still large. As q approaches 1, the smallest eigenvalue of the changed overlap matrix approaches zero, and the energy diverges unless α = b.

A non-degenerate level is thus needed in two places: the derivative is taken along a smooth eigenvector, and the denominators ε_n − ε_m must not vanish. If two levels are so close that W_mn is comparable with their distance, the first-order formula is no longer reliable for either of them, however small the matrix elements look on an absolute scale.

**Second half: from matrix errors to energy errors**

The symbols carried over are these. H and S are the real symmetric Hamiltonian and overlap matrices of M normalized orbitals, S is positive definite, and s_min is its smallest eigenvalue. The states obey H c_n = ε_n S c_n with c_m^T S c_n = δ_mn. Small changes dH and dS shift a non-degenerate level to first order by

dε_n = c_n^T (dH − ε_n dS) c_n.

In a model of two equal orbitals with overlap s, the sum of the squared coefficients was 1/(1 + s) for the bonding and 1/(1 − s) = 1/s_min for the antibonding state, and errors in the hopping element were multiplied by these numbers.

For a general basis define the amplification factor of state n as

A_n = c_n^T c_n = Σ_i c_i²,

with the coefficients c_i of that state. For a symmetric matrix B, let ‖B‖ be the largest magnitude among its eigenvalues. Expanding a column x in the orthonormal eigenvectors of B shows that |x^T B x| ≤ ‖B‖ x^T x. Applied to the first-order formula this gives

|dε_n| ≤ A_n (‖dH‖ + |ε_n| ‖dS‖).

The factor A_n cannot be improved if nothing more is known about the error. The matrix dH = η c_n c_n^T/A_n has norm η, because c_n is its only eigenvector with a nonzero eigenvalue, and that eigenvalue is η. It shifts the level by η A_n²/A_n = η A_n.

The connection with s_min comes from the normalization. Let u_k be the orthonormal eigenvectors of S with eigenvalues s_k, and write c_n = Σ_k g_k u_k. Then

1 = c_n^T S c_n = Σ_k s_k g_k² ≥ s_min Σ_k g_k² = s_min A_n,

and therefore

A_n ≤ 1/s_min.

Equality requires that c_n contain only eigenvectors belonging to s_min. The antibonding state of the two-orbital model satisfies this by symmetry. A general state does not, so 1/s_min is an upper limit and not the amplification factor of every state.

One can still ask whether all states might escape. Put the columns c_n side by side into a square matrix C. The normalization reads C^T S C = 1, with the unit matrix on the right. Hence C^T S is the inverse of C, so C C^T S = 1 as well, and

C C^T = S⁻¹.

The sum of all A_n is the trace of C^T C. This equals the trace of C C^T, since both are the sum of the squares of all elements of C. Therefore

Σ_n A_n = Tr S⁻¹ = Σ_k 1/s_k ≥ 1/s_min.

The largest of M numbers is at least their average, so

1/(M s_min) ≤ max A_n ≤ 1/s_min.

This is the precise form of the statement that noise is amplified by the inverse smallest overlap eigenvalue. When s_min is much smaller than 1/M, at least one state must have a large amplification factor, but the inequality does not say which state it is.

The amplification factor of every state is at most 1/s_min, and at least one state has a factor of 1/(M s_min) or more. It remains to see which states are strongly amplified, what holds beyond first order, and how random and structured errors act in the hydrogen example.

All numerical values are calculated from the stated model.
